\section*{Weighing and Locating a Particle on a String from Two Frequencies}

\section{The problem}

A uniform string of length $L$, mass $M$ and tension $T$ is fixed at both ends. A point mass $m$ is rigidly attached at an unknown position $x=a$, with $0<a<L$. The motion is transverse, small and undamped, and attachment leaves the tension unchanged. Define
\[
\alpha=\frac mM,\qquad \xi=\frac aL,\qquad c^2=\frac{TL}{M},\qquad q=\frac{\omega L}{c}.
\]
The bare string has $q=n\pi$. If $f_{n0}$ and $f_n$ are the bare and loaded frequencies, the fractional shift, counted positive for a drop, is
\[
s_n=1-\frac{f_n}{f_{n0}},\qquad q_n=n\pi(1-s_n).
\]

For the numerical parts the string is $200\,\mu$m long with $M=180.0$ pg. The following readings are synthetic: they were computed from the string model for a known particle and rounded to 1 Hz.
\begin{center}
\begin{tabular}{ccc}
mode & bare (kHz) & loaded (kHz)\\
1 & 1443.376 & 1440.227\\
2 & 2886.751 & 2878.096
\end{tabular}
\end{center}

\section{Part (a): the frequency equation}

\textbf{Question.} Derive the equation for $q$ and find the intervals that contain $q_1$ and $q_2$.

\textbf{Answer.} Let $X=x/L$ and let the displacement be $W(X)\cos\omega t$. Away from the particle $W''+q^2W=0$. The tension exerts the force $(T/L)[W'(\xi^+)-W'(\xi^-)]$ on the particle, and this equals $-m\omega^2W(\xi)$. Since $m\omega^2L/T=\alpha q^2$,
\begin{equation}
W'(\xi^+)-W'(\xi^-)=-\alpha q^2W(\xi). \label{jump}
\end{equation}
The fixed ends require $W=A\sin qX$ on the left and $W=B\sin q(1-X)$ on the right. If $W(\xi)\neq0$, dividing (\ref{jump}) by $-qW(\xi)$ gives
\begin{equation}
\cot q\xi+\cot q(1-\xi)=\alpha q. \label{cot}
\end{equation}
Multiplication by both sines, with the addition theorem, yields
\begin{equation}
\sin q=\alpha q\sin q\xi\,\sin q(1-\xi). \label{char}
\end{equation}
If $W(\xi)=0$, the slope has no jump. The mode is then a bare mode with a node at the particle, and (\ref{char}) still holds because both sides vanish.

Measure $x$ from the nearer end, so that $\xi\le\frac12$. Between poles the left side of (\ref{cot}) falls from $+\infty$ to $-\infty$ while the right side rises, so each such interval holds one root. The first pole above zero is $\pi/(1-\xi)>\pi$. At $q=\pi$ the cotangents cancel and the left side is already below $\alpha\pi$, so $q_1<\pi$.

For $\xi<\frac12$ the next pole lies above $2\pi$. At $q=2\pi$ the cotangents cancel again, so the second root lies between $\pi/(1-\xi)$ and $2\pi$. For $\xi=\frac12$ the second bare mode has a node at the particle and $q_2=2\pi$. Hence
\begin{equation}
0<q_1<\pi<q_2\le2\pi, \label{ranges}
\end{equation}
with one root in $(0,\pi)$ and, for an off-centre particle, one in $(\pi,2\pi)$.

\section{Part (b): a light particle}

\textbf{Question.} For $\alpha\ll1$, find $s_n$ to second order in $\alpha$. Use the leading order to obtain $m$ and $a$ from $s_1$ and $s_2$, and say where this inversion fails.

\textbf{Answer.} Put $q=n\pi-\delta$. Then
\begin{align*}
\sin q&=-(-1)^n\sin\delta,\\
\sin q(1-\xi)&=-(-1)^n\sin[n\pi\xi+\delta(1-\xi)].
\end{align*}
The common factor cancels in (\ref{char}):
\[
\sin\delta=\alpha(n\pi-\delta)\sin(n\pi\xi-\delta\xi)\sin[n\pi\xi+\delta(1-\xi)].
\]
With $S_n=\sin^2n\pi\xi$, the product of sines is $S_n+\frac12\delta(1-2\xi)\sin2n\pi\xi+O(\delta^2)$. The leading solution is $\delta=\alpha n\pi S_n$. Inserting it in the terms of next order, and using $s_n=\delta/(n\pi)$, gives
\begin{equation}
s_n=\alpha S_n\Bigl[1-\alpha S_n+\frac{\alpha n\pi}{2}(1-2\xi)\sin2n\pi\xi\Bigr]+O(\alpha^3). \label{second}
\end{equation}
To leading order each shift measures the squared amplitude of the bare mode at the particle. With $\theta=\pi\xi$,
\begin{equation}
\frac{s_2}{s_1}=\frac{\sin^22\theta}{\sin^2\theta}=4\cos^2\theta,
\qquad \cos\frac{\pi a}{L}=\pm\frac12\sqrt{\frac{s_2}{s_1}}. \label{position}
\end{equation}
The two signs give $a$ and $L-a$. Since $\sin^2\theta=1-s_2/(4s_1)$ for either sign,
\begin{equation}
m=\frac{Ms_1}{\sin^2\theta}=\frac{4Ms_1^2}{4s_1-s_2}. \label{mass}
\end{equation}

Near an end the denominator of (\ref{mass}) is a small difference. For $\xi\ll1$, equation (\ref{second}) changes $s_2/(4s_1)$ by about $3\pi^2\alpha\xi$, whereas $1-s_2/(4s_1)\simeq\pi^2\xi^2$. The relative error of the mass is therefore about $3\alpha/\xi$, to leading order in $\xi$ and as long as this number is small. When it reaches order one the denominator can change sign: for $\alpha=3.3\times10^{-3}$ and $\xi=0.008$, equation (\ref{mass}) returns a negative mass. A small $\alpha$ is not enough there: the particle must also be light compared with the piece of string between it and the end.

\section{Part (c): any finite mass}

\textbf{Question.} Without assuming a light particle, do $q_1$ and $q_2$ determine $m$ and $|a-L/2|$ uniquely?

\textbf{Answer.} They do. Let $u=|1-2\xi|$, so $0\le u<1$. Writing the product of sines in (\ref{char}) as a difference of cosines gives
\begin{equation}
2\sin q=\alpha q(\cos qu-\cos q). \label{even}
\end{equation}
Eliminating $\alpha$ between the two modes gives $F(u)=0$, where
\begin{equation}
F(u)=\frac{\sin q_1}{q_1}(\cos q_2u-\cos q_2)-\frac{\sin q_2}{q_2}(\cos q_1u-\cos q_1). \label{F}
\end{equation}
The root $u=1$ is present for any data and is excluded, since it puts the particle at a support.

Take $q_2<2\pi$ first. Then $\sin q_1>0>\sin q_2$, so $F(0)>0$. Set $A=\sin q_1/q_1>0$ and $B=-\sin q_2/q_2>0$. Differentiation gives
\[
F'=-Aq_2\sin(q_1u)\,[\rho(u)+\kappa],\qquad
\rho=\frac{\sin q_2u}{\sin q_1u},\qquad \kappa=\frac{Bq_1}{Aq_2}>0.
\]
At the right end
\[
F'(1)=\sin q_1\,|\sin q_2|\Bigl(\frac{q_2}{q_1}-\frac{q_1}{q_2}\Bigr)>0,
\]
so $\rho(1)<-\kappa$. It remains to count how often $\rho$ crosses $-\kappa$.

For $u<\pi/q_2$, $\rho$ is positive and no crossing occurs. For $u>\pi/q_2$, $\rho$ is negative and $\rho'=\rho H$, with $H=q_2\cot q_2u-q_1\cot q_1u$. Just above $\pi/q_2$, $H$ is large and positive. Since
\[
H'=-\frac{q_2^2}{\sin^2q_2u}+\frac{q_1^2}{\sin^2q_1u},
\]
the identity $1/\sin^2y=1+\cot^2y$ gives $H'=q_1^2-q_2^2<0$ wherever $H=0$. Thus $H$ can change sign once at most, from positive to negative. Correspondingly $\rho$ falls from zero and may later rise. Because it ends below $-\kappa$, it crosses that value once, on the way down.

So $F$ falls from a positive value to a single minimum and then rises to $F(1)=0$. The minimum is negative, and $F$ has one root inside $(0,1)$. The mass follows from (\ref{even}):
\begin{equation}
m=\frac{2M\sin q_1}{q_1(\cos q_1u-\cos q_1)}. \label{fullmass}
\end{equation}
It is positive because the cosine decreases on $(0,\pi)$. If $q_2=2\pi$, then $F=A(\cos2\pi u-1)$, whose root in $[0,1)$ is $u=0$, the midpoint.

\section{Part (d): reflection}

\textbf{Question.} Could more frequencies of the same string decide between $a$ and $L-a$? Suggest an additional measurement that could.

\textbf{Answer.} No number of frequencies can. Let $W(X)$ be a mode with the particle at $\xi$, and define $\widetilde W(X)=W(1-X)$. It obeys the same equation on the string and vanishes at both ends. Since $\widetilde W'(X)=-W'(1-X)$, its slope jump at $1-\xi$ is
\[
-W'(\xi^-)+W'(\xi^+)=-\alpha q^2W(\xi)=-\alpha q^2\widetilde W(1-\xi).
\]
Thus $\widetilde W$ is a mode with the particle at $1-\xi$ and the same $q$. Reflecting twice restores the original mode, so the correspondence is one to one and the two spectra coincide. The argument needs the bare string and its supports to be symmetric about the midpoint, as they are here, but not a small mass.

One remedy is to weigh the particle first and then add a known marker off centre. Reflection now moves the marker too, so it no longer relates the two candidates. A marker at $L/2$ would stay in place under reflection and preserve the ambiguity.

The sign of the effect follows for a light particle and a marker at $\eta<\xi<\frac12$. Both candidate positions lie to the right of the marker, where the marked fundamental is proportional to $\sin q(1-X)$ with $q<\pi$. Its amplitudes at $\xi$ and $1-\xi$ differ by a multiple of
\[
\sin q(1-\xi)-\sin q\xi=2\cos\frac q2\,\sin\frac{q(1-2\xi)}2>0.
\]
To leading order the drop in frequency is proportional to the squared amplitude at the particle, because the particle adds kinetic energy in that proportion. A particle on the marker's side therefore gives the lower fundamental.

\section{Part (e): the numbers}

\textbf{Question.} Invert the readings with the light-particle formulas and with the full equation. A 9.0 pg marker is then placed at $50\,\mu$m. What fundamental does each candidate predict?

\textbf{Answer.} The shifts are
\[
s_1=\frac{3.149}{1443.376}=2.1817\times10^{-3},\qquad
s_2=\frac{8.655}{2886.751}=2.9982\times10^{-3}.
\]
Their ratio is 1.3742, so $|\cos(\pi a/L)|=\sqrt{1.3742}/2=0.5861$. Equation (\ref{position}) gives $a=60.13$ or $139.87\,\mu$m. From (\ref{mass}),
\[
\frac mM=\frac{4(2.1817\times10^{-3})^2}{4(2.1817\times10^{-3})-2.9982\times10^{-3}}=3.324\times10^{-3},
\]
hence $m=0.598$ pg.

The root of (\ref{F}) is $u=0.3999$. Then $a=L(1\mp u)/2=60.01$ or $139.99\,\mu$m, and (\ref{fullmass}) gives $m=0.600$ pg. The readings were generated with 0.60 pg at $60.0\,\mu$m. The light-particle formula is thus low in mass by 0.3\% of the true value and off in position by about $0.13\,\mu$m.

With the marker in place, the fundamental is 1403.784 kHz for the left candidate and 1404.108 kHz for the right one. The left candidate is lower by about 0.32 kHz, with the sign found in part (d). This is far above the 1 Hz rounding, so for an ideal string and an accurately known marker one further reading selects the side.

On a real string the margin is half the gap, 0.16 kHz. An error of 1\% in the marker mass moves both predictions by about 0.37 kHz, and an error of $0.2\,\mu$m in its position moves them by about 0.22 kHz. Taken singly, these errors must stay below about 0.4\% and $0.15\,\mu$m. The temperature must also be steady between the loaded and the marked readings: with the expansion mismatch of part (f), a change of 1 K in that interval moves the reading by 0.18 kHz relative to the predictions, more than the margin. A drift that occurs before the loaded reading and then persists biases the inferred particle, but the predictions move with the reading, here to within a few hertz for the correct side. The bending stiffness treated there raises the reading by about 0.10 kHz above the string prediction and should be included in the model.

\section{Part (f): errors and real strings}

\textbf{Question.} How do small errors in $s_1$ and $s_2$ affect the light-particle result, and what happens at the midpoint? Assess the model for a silicon nitride string in vacuum.

\textbf{Answer.} Differentiate $\alpha=4s_1^2/(4s_1-s_2)$ and use $4s_1-s_2=4\alpha S_1^2$:
\begin{equation}
\delta\alpha=\Bigl(\frac2{S_1}-\frac1{S_1^2}\Bigr)\delta s_1+\frac{\delta s_2}{4S_1^2}. \label{da}
\end{equation}
For the position, $\delta(s_2/s_1)=-4\pi\sin(2\pi\xi)\,\delta\xi$, so
\begin{equation}
\delta\xi=-\frac{\delta s_2-4\cos^2(\pi\xi)\,\delta s_1}{4\pi\alpha S_1\sin2\pi\xi}. \label{dx}
\end{equation}
Independent errors of $10^{-6}$ in the two shifts give 0.0002 pg and $0.013\,\mu$m here. Both formulas diverge at the ends, where the particle hardly moves.

At the midpoint (\ref{dx}) also diverges, because $s_2$ has a minimum there. Put $\xi=\frac12-\eta$ with $\eta$ small. Then $s_1\simeq\alpha$ and $s_2\simeq4\pi^2\alpha\eta^2$. A false positive shift $s_2=\varepsilon$ for a centred particle is read as the offset
\[
L\eta=\frac{L}{2\pi}\sqrt{\frac{\varepsilon}{\alpha}},
\]
which is $0.55\,\mu$m for $\varepsilon=10^{-6}$ and this particle. A negative false shift has no real solution in the light-particle formula.

The example corresponds to a string 3 $\mu$m wide and 100 nm thick, with stress $\sigma=1$ GPa, density 3000 kg/m$^3$ and Young modulus $E=250$ GPa, all rough values for highly stressed silicon nitride. Of the effects sized here, a temperature drift of 1 K between the bare and loaded readings matters most. If the frame expands more than the film by roughly $10^{-6}$ per kelvin, warming by 1 K raises the stress by $E\times10^{-6}$ and the frequency by the fraction $1.25\times10^{-4}$. Left uncorrected, this changes the inferred mass by $-4.9\%$ and the position by $-0.38\,\mu$m.

Bending stiffness is next. For motion normal to the film, $\lambda^2=Eh^2/(12\sigma L^2)$ with thickness $h$ gives $\lambda=2.28\times10^{-3}$. Motion in the plane of the film bends the $3\,\mu$m width instead. This makes $\lambda$ 30 times larger, and the corrections below are then no longer small. Near a clamp the static shape is proportional to $x-\lambda L(1-e^{-x/\lambda L})$, which has zero displacement and slope at the wall. Farther away it is a straight line starting from $x=\lambda L$. The beam therefore acts as a string shortened by $\lambda L$ at each end.

The bare fundamental rises by 0.46\%, more than the particle shifts it, so measured bare frequencies must be used as the reference. The remaining bias, at fixed temperature, comes from the shorter effective string: about $+2\lambda$ in relative mass and $-\lambda L(1-2\xi)$ in position. A tensioned-beam calculation gives $+0.45\%$ and $-0.18\,\mu$m, in agreement.

For a solid sphere of density 2000 kg/m$^3$, rotary inertia adds shifts below $10^{-7}$. Stretching at 20 nm amplitude raises the fundamental by the fraction $2.3\times10^{-6}$, about 0.1\% of $s_1$, and the second mode by $9.2\times10^{-6}$. If these shifts enter the loaded readings but not the bare ones, they change the inferred mass by about $-0.2\%$ and the position by about $+0.05\,\mu$m. Contact compliance and unequal supports are not sized here.

\section*{Numbers as computed}
\begin{verbatim}
INPUTS (rough silicon nitride values)
length 200 um, width 3 um
thickness 100 nm, stress 1.0 GPa
density 3000 kg/m3, Young modulus 250 GPa
true particle: 0.60 pg at 60.0 um
string mass M = 180.0 pg, wave speed = 577.35 m/s
true mass ratio m/M = 0.003333
SYNTHETIC DATA (rounded to 1 Hz)
mode 1: bare 1443.376 kHz, loaded 1440.227 kHz
mode 1: drop 3.149 kHz, s1 = 2.181691e-03
mode 2: bare 2886.751 kHz, loaded 2878.096 kHz
mode 2: drop 8.655 kHz, s2 = 2.998180e-03
basis change 12 to 18: relative shift 1.2e-14
INVERSION
s2/s1 = 1.37425
cos(pi a/L) = 0.58614
light-mass formula: m/M = 0.003324
light-mass formula: m = 0.5982 pg
light-mass formula: a = 60.129 um or 139.871 um
full equation: u = 0.39993, m/M = 0.003333
full equation: m = 0.6000 pg
full equation: a = 60.007 um or 139.993 um
MARKER ADDED AFTERWARDS
marker 9.0 pg at 50 um
f1 if particle is left: 1403.784 kHz
f1 if particle is right: 1404.108 kHz
left minus right: -324.6 Hz
FREQUENCY NOISE
independent fractional error per mode: 1e-06
mass error 0.00017 pg, position error 0.0131 um
false offset at midpoint: 0.551 um
NEGLECTED EFFECTS
bending parameter lambda = 2.282e-03
bending raises bare f1 by 0.461 %
bending bias: mass +0.45 %, position -0.181 um
sphere radius (2000 kg/m3): 0.415 um
rotary extra shifts: 7.0e-08, 7.5e-08
expansion mismatch, rough: 1e-06 per K
1 K drift: fractional frequency change 1.25e-04
1 K drift bias: mass -4.90 %, position -0.377 um
stretching at 20 nm amplitude: 2.3e-06
\end{verbatim}
